\section*{The Critical Strength for Binding at One Site of a Cubic Lattice}

Suppose a calculation on a finite periodic cell shows that a neutral defect lowers the energy of one lattice site, and that the lowest electron level lies below the bottom of the conduction band. It is tempting to call this level a trap. In the one-site model treated here, however, a finite periodic cell produces such a level for any attraction, however weak, while in the infinite crystal a weak attraction binds nothing. An electron counted as trapped would then in fact be free to carry current. To separate the two cases one needs the site lowering above which the infinite lattice has a bound state.

Take one electron on a rigid simple-cubic lattice with sites $\mathbf n=(n_x,n_y,n_z)$, one orbital per site, hopping amplitude $-t$ between nearest neighbours, and the site at the origin lowered by $U$, with $t>0$ and $U>0$:
\begin{equation}
H=H_0-U|0\rangle\langle 0| ,\qquad H_0=-t\sum_{\langle \mathbf n,\mathbf m\rangle}\bigl(|\mathbf n\rangle\langle \mathbf m|+|\mathbf m\rangle\langle \mathbf n|\bigr).
\end{equation}
Each bond is counted once. With the wave vector measured in inverse lattice constants, the band is
\begin{equation}
\varepsilon(\mathbf k)=-2t(\cos k_x+\cos k_y+\cos k_z),\qquad -6t\le\varepsilon\le 6t .
\end{equation}
Write $\int_{\mathbf k}$ for $\int d^3k/(2\pi)^3$ over the cube $-\pi<k_i\le\pi$, so that $\int_{\mathbf k}1=1$, and let $\psi(\mathbf k)=\sum_{\mathbf n}\psi_{\mathbf n}e^{-i\mathbf k\cdot\mathbf n}$. Then $\psi_{\mathbf n}=\int_{\mathbf k}e^{i\mathbf k\cdot\mathbf n}\psi(\mathbf k)$ and $\sum_{\mathbf n}|\psi_{\mathbf n}|^2=\int_{\mathbf k}|\psi(\mathbf k)|^2$. The defect term has a single nonzero component, at the origin, so $H\psi=E\psi$ becomes
\begin{equation}
[\varepsilon(\mathbf k)-E]\,\psi(\mathbf k)=U\psi_0 .\label{kspace}
\end{equation}

A bound state is a normalizable solution. If $\psi_0=0$, then $\psi(\mathbf k)$ can differ from zero only where $\varepsilon=E$. For given $k_x,k_y$ this happens for at most two values of $k_z$, so the set has no volume and $\psi$ vanishes. Hence $\psi_0\ne0$ and $\psi(\mathbf k)=U\psi_0/(\varepsilon-E)$, which is normalizable only if $\int_{\mathbf k}(\varepsilon-E)^{-2}$ is finite.

This excludes every energy inside the band. For $-6t<E<6t$ the surface $\varepsilon=E$ separates regions of higher and lower energy. The gradient of $\varepsilon$ vanishes only at the eight points where every $k_i$ is $0$ or $\pi$, and a few isolated points cannot separate regions of space. The surface therefore contains points of nonzero gradient. Near one of them $\varepsilon-E$ is proportional to the distance $s$ from the surface, and $\int ds/s^2$ diverges. At the band bottom $\varepsilon+6t\simeq tk^2$, and the norm diverges as $\int k^2dk/k^4$. For $E\ge6t$, averaging $\psi(\mathbf k)$ over the zone gives $1=U\int_{\mathbf k}(\varepsilon-E)^{-1}$, whose right side is negative. What remains is $E=-6t-\Delta$ with $\Delta>0$, and the same average gives
\begin{equation}
1=U\,g(\Delta),\qquad g(\Delta)=\int_{\mathbf k}\frac{1}{\varepsilon(\mathbf k)+6t+\Delta}=\langle0|(H_0-E)^{-1}|0\rangle .\label{condition}
\end{equation}
This $g$ is the lattice Green function at the defect site, with the sign chosen to make it positive below the band. Conversely, any root $\Delta>0$ gives a bounded $\psi(\mathbf k)$, hence a normalizable state.

The integrand falls as $\Delta$ grows, so $g$ decreases steadily, and $g(\Delta)<1/\Delta$ takes it to zero. Its largest value is $g(0)$, which is finite: because $|\sin(k/2)|\ge|k|/\pi$ for $|k|\le\pi$,
\begin{equation}
\varepsilon+6t=4t\sum_i\sin^2\frac{k_i}{2}\ \ge\ \frac{4t}{\pi^2}k^2 ,
\end{equation}
and $\int k^2dk/k^2$ converges at the origin. Thus (\ref{condition}) has one root if $U g(0)>1$ and none otherwise:
\begin{equation}
\text{a bound state exists if and only if}\quad U>U_c=\frac1{g(0)} .
\end{equation}
At $U=U_c$ the solution has $E=-6t$ and infinite norm, so the inequality is strict.

Dimension decides the matter. In two dimensions $g(0)$ contains $\int k\,dk/k^2$, which diverges logarithmically, and in one dimension $\int dk/k^2$, which diverges more strongly. There $1/U$ is reached for every $U>0$. In three dimensions there are too few states near the band bottom for a weak attraction to collect them into a localized packet.

To find the number, integrate over $k_z$ first. Let $\theta=k_z$ and define $q>0$ by $2\cosh q=A$, where $A=6+\Delta/t-2\cos k_x-2\cos k_y$. With $w=e^{-q+i\theta}$, two geometric series give
\begin{equation}
\sum_{m=-\infty}^{\infty}e^{-|m|q}e^{im\theta}=\frac1{1-w}+\frac{w^*}{1-w^*}=\frac{1-|w|^2}{|1-w|^2}=\frac{\sinh q}{\cosh q-\cos\theta}.
\end{equation}
The last form follows on multiplying numerator and denominator by $e^{q}/2$. Dividing by $2\sinh q$, multiplying by $\cos n\theta$ and averaging over $\theta$ keeps the terms $m=\pm n$, so for $n\ge0$
\begin{equation}
\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}\frac{\cos n\theta}{A-2\cos\theta}=\frac{e^{-nq}}{2\sinh q}.\label{line}
\end{equation}
For $n=0$ write $2\sinh q=\sqrt{A^2-4}=\sqrt{B(B+4)}$, with $B=A-2=\Delta/t+4\sin^2(k_x/2)+4\sin^2(k_y/2)$. The remaining integrand is even in $k_x$ and $k_y$ and symmetric between them, so the square reduces to eight equal triangles. Setting $k_x=x$ and $k_y=ux$ gives
\begin{equation}
g(\Delta)=\frac{2}{\pi^2t}\int_0^{\pi}dx\int_0^1du\,\frac{x}{\sqrt{B(B+4)}} .\label{triangle}
\end{equation}
At $\Delta=0$ and small $x$, $B\simeq x^2(1+u^2)$, and the factor $x$ cancels the singularity. Gauss--Legendre quadrature, with 160 points in $\sqrt{x/\pi}$ and 40 in $u$, yields
\begin{equation}
g(0)=\frac{0.252731}{t},\qquad U_c=\frac{t}{0.252731}=3.957\,t .
\end{equation}

An electron held wholly on the defect would have energy $-U$, and would need $U>6t$ to lie below the band. The true threshold is lower because the electron keeps part of its hopping energy by spreading onto neighbours.

The misleading level of the finite cell follows from the same condition. For a periodic cell of $N$ sites the integral becomes a sum over $N$ wave vectors, and the term $\mathbf k=0$ stands apart:
\begin{equation}
\frac1U=\frac1{N\Delta}+\frac1N\sum_{\mathbf k\ne0}\frac1{\varepsilon(\mathbf k)+6t+\Delta}.
\end{equation}
The first term is unbounded as $\Delta\to0$, so a root exists for every $U>0$. When $U<U_c$ and the cell is large, the remaining sum tends to $g(0)=1/U_c$, and
\begin{equation}
\Delta_N\simeq\frac1N\,\frac{U\,U_c}{U_c-U}.
\end{equation}
Such a level rises to the band edge as $1/N$, whereas a true bound level tends to a fixed depth. The closer $U$ lies to $U_c$, the larger the cell must be before this difference shows. The formula itself is approached slowly, with a relative error falling only as $N^{-1/3}$: at $U=3.5t$ the exact level is about half the formula's value in a cell of $8^3$ sites and nine tenths of it in a cell of $64^3$ sites. Near the threshold the depth found in a single cell can therefore mislead, and a series of cell sizes is needed.

Just above threshold the binding energy starts quadratically. Subtracting the two integrals gives
\begin{equation}
g(0)-g(\Delta)=\int_{\mathbf k}\frac{\Delta}{(\varepsilon+6t)(\varepsilon+6t+\Delta)} .
\end{equation}
For small $\Delta$ the leading part comes from $k\sim\sqrt{\Delta/t}$, where $\varepsilon+6t\simeq tk^2$. Larger $k$ contributes only at order $\Delta$, so the radial integral may be extended to infinity:
\begin{equation}
g(0)-g(\Delta)\simeq\frac{\Delta}{2\pi^2t}\int_0^\infty\frac{dk}{tk^2+\Delta}
=\frac{\Delta}{2\pi^2t}\,\frac{\pi}{2\sqrt{t\Delta}}=\frac{1}{4\pi t}\sqrt{\frac{\Delta}{t}} .\label{root}
\end{equation}
With $g(\Delta)=1/U$ and $g(0)=1/U_c$ this becomes
\begin{equation}
\Delta\simeq16\pi^2t^3\left(\frac1{U_c}-\frac1U\right)^2 .\label{law}
\end{equation}

The weight on the defect, $p_0=|\psi_0|^2$, follows from normalization of $\psi(\mathbf k)$:
\begin{equation}
1=U^2p_0J,\qquad J=\int_{\mathbf k}\frac1{(\varepsilon+6t+\Delta)^2}=-\frac{dg}{d\Delta},\qquad p_0=\frac1{U^2J}.
\end{equation}
Differentiating $Ug(\Delta)=1$ with respect to $U$ gives $g-UJ\,d\Delta/dU=0$, and since $g=1/U$,
\begin{equation}
\frac{d\Delta}{dU}=\frac{1}{U^2J}=p_0 .\label{slope}
\end{equation}
Deepening the site lowers the level in proportion to the time the electron spends there. By (\ref{root}), $J\simeq1/(8\pi t\sqrt{t\Delta})$ near threshold, so $p_0$ vanishes as $\sqrt\Delta$. Solving (\ref{condition}) with a bracketing root search, and obtaining $J$ by differentiating (\ref{triangle}) under the integral, gives
\begin{equation}
\begin{array}{cccc}
U/t & \Delta/t & \Delta/t\ \text{from (\ref{law})} & p_0\\
4.0 & 0.0012 & 0.0012 & 0.05\\
4.5 & 0.136 & 0.147 & 0.43\\
5.0 & 0.401 & 0.439 & 0.61\\
6.0 & 1.104 & 1.170 & 0.77\\
8.0 & 2.790 & 2.576 & 0.89
\end{array}
\end{equation}
At $U=5t$ the threshold law is about 10\% above the full solution, and by $8t$ it has crossed to the other side. It is a law for the neighbourhood of $U_c$.

The shape of the state also follows from the Green function. Along an axis $\psi_n=U\psi_0g_n$, where (\ref{line}) gives
\begin{equation}
g_n=\frac1t\int\frac{dk_x\,dk_y}{(2\pi)^2}\,\frac{e^{-nq}}{2\sinh q} .
\end{equation}
At large $n$ the smallest $q$ dominates. It lies at $k_x=k_y=0$, where $\cosh q_0=1+\Delta/(2t)$. Nearby, $A$ grows by $k_x^2+k_y^2$, so $q\simeq q_0+(k_x^2+k_y^2)/(2\sinh q_0)$. The Gaussian integral is $\sinh q_0/(2\pi n)$, and
\begin{equation}
g_n\simeq\frac{e^{-nq_0}}{4\pi t\,n} .
\end{equation}
As $\Delta\to0$ the exponential disappears and the amplitude falls only as $1/n$. The sum of its square over shells of area proportional to $n^2$ then diverges, which is the infinite norm at threshold seen in real space.

For a numerical case take $t=0.5$ eV, lattice constant $a=4$ angstrom and $U=2.5$ eV. These are round values chosen for illustration. The hopping and lattice constant give a mass of the rough size met in wide-gap oxides, but the depth $U$ is not taken from a real defect. In atomic units the band bottom is $ta^2k^2=k^2/(2m)$ for $k$ in inverse length, so $m=1/(2ta^2)$, which is 0.476 electron masses. The critical depth is
\begin{equation}
U_c=3.957\times0.5\ \text{eV}=1.98\ \text{eV}\quad(0.0727\ \text{hartree}).
\end{equation}
Here $U/t=5$, so the site binds, with $\Delta=0.4008\times0.5=0.200$ eV (0.00736 hartree). A site lowered by 2.5 eV thus holds its electron by only a twelfth of that energy. The Schrödinger equation at the origin, $-6t\psi_1-U\psi_0=-(6t+\Delta)\psi_0$, gives the neighbour amplitude
\begin{equation}
\frac{\psi_1}{\psi_0}=\frac{6t+\Delta-U}{6t}=\frac{3.000+0.200-2.500}{3.000}=0.233 .
\end{equation}
The defect carries 61\% of the weight, its six neighbours together 20\%, and more distant sites the rest. The decay length $a/q_0$ is 6.4 angstrom.

A real defect may disturb more than one site. Let the six neighbours also be lowered, by $v=0.1$ eV each. The ground state can be chosen positive everywhere, because all hoppings have one sign, and it is therefore symmetric; only the combination $|s\rangle=6^{-1/2}\sum_\delta|\delta\rangle$ of neighbours enters. Projecting $\psi=(H_0-E)^{-1}(U\psi_0|0\rangle+v\psi_s|s\rangle)$ on $|0\rangle$ and $|s\rangle$ gives two linear equations, solvable when
\begin{equation}
(1-Ug)(1-vG_{ss})=Uv\,G_{0s}^2,\qquad G_{0s}=\sqrt6\,g_1 .
\end{equation}
The identity $(H_0-E)(H_0-E)^{-1}=1$, taken between $\langle0|$ and $|0\rangle$ and between $\langle0|$ and $|s\rangle$, supplies $(6t+\Delta)g-6tg_1=1$ and $G_{ss}=(6t+\Delta)g_1/t$. At $\Delta=0$ the critical depth comes out at 1.90 eV. At fixed $U=2.5$ eV the binding energy rises to 0.221 eV.

Lattice relaxation has a larger effect for the values assumed here. Let a local distortion deepen the defect site by $q_d$ at elastic cost $q_d^2/(4R)$, so that an electron wholly on the site would gain $R$, and treat the distortion classically. The net gain over a free electron in the undistorted lattice is
\begin{equation}
W=\Delta(U+q_d)-\frac{q_d^2}{4R},\qquad \frac{dW}{dq_d}=0\ \Rightarrow\ q_d=2Rp_0 ,
\end{equation}
by (\ref{slope}). A binding energy $\Delta$ requires a total depth $1/g(\Delta)$, and pays for the distortion if $q_d<2\sqrt{R\Delta}$. The threshold is therefore
\begin{equation}
U_c^{(R)}=\min_{\Delta\ge0}\left[\frac1{g(\Delta)}-2\sqrt{R\Delta}\right].
\end{equation}
For $R=0.5$ eV, numerical minimization gives 1.87 eV. At $U=2.5$ eV, maximizing $W$ gives 0.472 eV with $q_d=0.83$ eV, more than twice the rigid-lattice binding energy.

A defect with one positive charge removes the threshold altogether. Its attraction $-1/(Kr)$, with relative permittivity $K$, acts on a packet $e^{-r/b}$ whose energy is $1/(2mb^2)-1/(Kb)$. For large $b$ the second term wins, so the electron binds even at $U=0$. The minimum, at $b=K/m$, is $-m/(2K^2)$, the hydrogen ground-state energy with scaled mass and charge. For $K=10$ it amounts to 0.065 eV. Here $b$ is about 11 angstrom, less than three lattice constants, so this continuum value is approximate: on the lattice it is about a tenth smaller if the central site is not lowered at all, and several per cent larger if that site is lowered by about 1 eV. A deeper centre takes over from the tail: with the site lowered by 2.5 eV, as in the example, the binding energy is about 0.32 eV.

An electric field $F$ turns the bound state into one that leaks. In the semiclassical approximation the escape probability per attempt is of order $e^{-S}$, with
\begin{equation}
S=2\int_0^{\Delta/F}\!\!\sqrt{2m(\Delta-Fx)}\,dx=\frac{4\sqrt{2m}\,\Delta^{3/2}}{3F} .
\end{equation}
At 1 MV/cm the barrier is 20 angstrom long and $S=4.2$, for the rigid-lattice $\Delta$. With an attempt frequency $\Delta/h$ the electron escapes after about $e^{S}\approx70$ attempts, a lifetime of one to two picoseconds; the count depends on this choice of frequency.

Heat empties the trap as well. Let it hold at most one electron, of either spin, and let $\zeta\ll1$ be the fugacity measured from the band bottom. The free density is $2\zeta(mk_BT/2\pi)^{3/2}$, and the occupied trap has weight $2\zeta e^{\Delta/k_BT}$ against 1 when empty. The weights are equal, and the trap half filled, at
\begin{equation}
n_{1/2}=\left(\frac{mk_BT}{2\pi}\right)^{3/2}e^{-\Delta/k_BT}.
\end{equation}
At 300 K, with $k_BT=0.0259$ eV and the rigid-lattice $\Delta=0.200$ eV, this is $1.8\times10^{15}$ cm$^{-3}$; putting the relaxed binding energy of 0.472 eV in its place lowers it to about $5\times10^{10}$ cm$^{-3}$. At lower free-electron densities the trap is mostly empty, although a bound state exists.

Set beside real oxide layers, a mass near half the electron mass, a lattice constant of 4 angstrom and a field of 1 MV/cm are ordinary in rough size. A binding energy of 0.2 eV is shallow: deep oxide traps are held by roughly 1 eV or more. Conduction bands built from $d$ orbitals, as in the oxides of hafnium, tantalum and titanium often used for switching, have several orbitals per site and are outside the model. The assumptions of a rigid lattice and a neutral defect need particular care. With the assumed $R$, relaxation moves the threshold by about 6\% but the binding energy from 0.20 to 0.47 eV, and a net positive charge abolishes the threshold. The criterion $U>3.96\,t$ therefore serves as a rule for neutral defects that act mainly on one site, in a single cubic band with nearest-neighbour hopping, when the relaxation energy is small compared with $t$ and the defect leaves the hopping to its neighbours unchanged. The last condition matters. If that hopping is scaled by $\gamma$, the neighbours see $\gamma\psi_0$ in place of $\psi_0$, and the equation at the origin gives $U_c=6t-\gamma^2(6t-3.957\,t)$. A change of 10\% in the hopping then moves the threshold to about $4.3\,t$ or $3.5\,t$.
